**Poisson summation and the egg-box error of a PAW projection**

The program tests the identity $h^3\sum_{\mathbf n}p^*(\mathbf r_{\mathbf n}-\mathbf R)e^{i\mathbf k\cdot\mathbf r_{\mathbf n}}=\sum_{\mathbf G}e^{i(\mathbf k-\mathbf G)\cdot\mathbf R}\tilde p^*(\mathbf k-\mathbf G)$. Here $h$ is the grid spacing, $\mathbf r_{\mathbf n}$ are the grid points, $\mathbf R$ is the atomic position, $\mathbf G$ are the reciprocal grid vectors, and $\tilde p$ is the Fourier transform of the projector $p$. It asserts agreement between direct grid sums and the truncated series for an s-type and a p-type projector, and compares the closed transforms with three-dimensional quadrature. A Fourier analysis over atomic positions is asserted to recover selected components $\tilde p(\mathbf k-\mathbf G)$. Further assertions cover the mean offset of $|P_h|^2$, where $P_h$ is the grid projection, the spurious force, the nonperiodic error of a standing wave, the dependence on grid spacing, and the effect of a Fourier filter on either side of its threshold. In the worked example the energy has a half swing of $1.92\times10^{-4}$ eV, and the spurious force a quarter period from the grid plane is $2.95\times10^{-3}$ eV/Å. The output also shows that refining the grid from 0.260 to 0.208 Å does not reduce the leading harmonic of the s-type projector.

## Numerical check

```python
"""Egg-box error of a PAW projection evaluated on a uniform grid.

Result under test, for P(R) = integral p*(r-R) exp(i k.r) d3r:
  h^3 sum_n p*(r_n-R) exp(i k.r_n) = sum_G exp(i(k-G).R) conj(pt(k-G)),
where r_n = h n, G = 2 pi m/h, pt(q) = integral p(r) exp(-i q.r) d3r.
The G=0 term is exact; all other terms are the egg-box error.
Model projector: p = (1-r^2/a^2)^3 for r<a (s type), or x times it (p type).
Lengths are in angstrom and energies in eV.
"""
import numpy as np
from scipy.special import jv, gamma
from scipy.integrate import quad
from scipy.constants import physical_constants

a = 1.3                 # projector radius
h = 0.4                 # grid spacing
n_box = 16              # grid spacings per box edge
D = 20.0                # coupling strength in E = D |P|^2
L = n_box * h
volume = L**3
k_unit = 2 * np.pi / L
g = 2 * np.pi / h
MU = 4.5
PREF = np.pi**1.5 * gamma(4) * a**3 * 2**MU


def s_transform(q):
    x = np.maximum(np.asarray(q, float) * a, 1e-4)
    return PREF * jv(MU, x) / x**MU


def transform(qx, qy, qz, channel):
    q = np.sqrt(qx**2 + qy**2 + qz**2)
    if channel == "s":
        return s_transform(q)
    x = np.maximum(q * a, 1e-4)
    return -1j * PREF * a**2 * qx * jv(MU + 1, x) / x**(MU + 1)


def grid_projection(R, k, spacing=h, channel="s"):
    axes = [spacing * np.arange(np.ceil((c - a) / spacing),
                                np.floor((c + a) / spacing) + 1) for c in R]
    ux, uy, uz = [ax - c for ax, c in zip(axes, R)]
    r2 = ux[:, None, None]**2 + uy[None, :, None]**2 + uz[None, None, :]**2
    p = np.clip(1 - r2 / a**2, 0, None)**3
    if channel == "p":
        p = p * ux[:, None, None]
    wx, wy, wz = [np.exp(1j * kc * ax) for kc, ax in zip(k, axes)]
    return spacing**3 * (((p @ wz) @ wy) @ wx)


m = np.arange(-30, 31)
GX, GY, GZ = np.meshgrid(g * m, g * m, g * m, indexing="ij")


def poisson_projection(R, k, channel="s"):
    """Truncated reciprocal sum and its derivative with respect to R_x."""
    qx, qy, qz = k[0] - GX, k[1] - GY, k[2] - GZ
    terms = np.exp(1j * (qx * R[0] + qy * R[1] + qz * R[2]))
    terms = terms * np.conj(transform(qx, qy, qz, channel))
    return terms.sum(), (1j * qx * terms).sum()


def quadrature_transform(q, channel):
    """Three-dimensional quadrature of the defining integral."""
    t, w = np.polynomial.legendre.leggauss(64)
    r, wr = a * (t + 1) / 2, a * w / 2
    phi = 2 * np.pi * np.arange(80) / 80
    rr, c, ph = np.meshgrid(r, t, phi, indexing="ij")
    s = np.sqrt(1 - c**2)
    x, y, z = rr * s * np.cos(ph), rr * s * np.sin(ph), rr * c
    p = (1 - rr**2 / a**2)**3 * (x if channel == "p" else 1)
    weight = (wr * r**2)[:, None, None] * w[None, :, None] * 2 * np.pi / 80
    return np.sum(weight * p * np.exp(-1j * (q[0]*x + q[1]*y + q[2]*z)))


ft0 = float(s_transform(0.0))

# Closed transforms against their definition, at small and aliased vectors.
k_general = k_unit * np.array([1.0, 2.0, -1.0])
for channel in ("s", "p"):
    for q in (k_general, k_general - np.array([g, 0, 0])):
        difference = quadrature_transform(q, channel) - transform(*q, channel)
        assert abs(difference) < 1e-9 * ft0

# Direct grid sum against the reciprocal sum. The tolerance covers the
# absolute bound on the truncated tail, about 2e-6 of ft0.
R_general = np.array([0.13, 0.07, 0.29])
series_mismatch = 0.0
for channel in ("s", "p"):
    direct = grid_projection(R_general, k_general, channel=channel)
    series = poisson_projection(R_general, k_general, channel)[0]
    exact = (np.exp(1j * k_general @ R_general)
             * np.conj(quadrature_transform(k_general, channel)))
    assert abs(direct - exact) > 2e-5 * ft0
    assert abs(direct - series) < 3e-6 * ft0 * max(1, a)
    series_mismatch = max(series_mismatch, abs(direct - series) / ft0)

# Fourier analysis over atomic positions recovers each transform component.
k = np.array([0.0, 0.0, k_unit])
ns = 16
pattern = np.empty((ns, ns, ns), complex)
for index in np.ndindex(pattern.shape):
    R = h * np.array(index) / ns
    pattern[index] = np.exp(-1j * k @ R) * grid_projection(R, k)
components = np.fft.ifftn(pattern)
first = float(s_transform(np.hypot(g, k_unit)))
for mm in ((0, 0, 0), (1, 0, 0), (0, 0, 1), (0, 0, -1), (1, 1, 0)):
    expected = s_transform(np.linalg.norm(k - g * np.array(mm)))
    assert abs(components[mm] - expected) < 2e-3 * abs(first)

# Second-order offset of the position-averaged squared projection.
exact_k = float(quadrature_transform(k, "s").real)
offset_direct = np.mean(abs(pattern)**2) / exact_k**2 - 1
all_squared = s_transform(np.sqrt(GX**2 + GY**2 + (k_unit - GZ)**2))**2
all_squared[30, 30, 30] = 0.0
offset_series = all_squared.sum() / exact_k**2
assert abs(offset_direct / offset_series - 1) < 0.05

# Energy and force of the worked example.
norm2 = quad(lambda r: 4*np.pi*r**2*(1 - r**2/a**2)**6, 0, a)[0]
scale = 1 / np.sqrt(norm2 * volume)
P_exact = scale * exact_k
E_exact = D * P_exact**2
E_first = 4 * D * P_exact * scale * first


def position(x):
    return np.array([x, h / 4, h / 4])


def grid_energy(x):
    return D * abs(scale * grid_projection(position(x), k))**2


fractions = (0.0, 0.125, 0.25, 0.375, 0.5)
rows = []
for fraction in fractions:
    x = fraction * h
    e_direct = grid_energy(x) - E_exact
    e_series = D * abs(scale*poisson_projection(position(x), k)[0])**2 - E_exact
    assert abs(e_direct - e_series) < 8e-6 * E_exact
    rows.append((fraction, e_direct, e_series, E_first*np.cos(g*x)))
half_swing = (rows[0][1] - rows[-1][1]) / 2
# Higher reciprocal shells limit the one-harmonic estimate.
assert abs(half_swing / E_first - 1) < 0.15
step = 1e-4
force_direct = -(grid_energy(h/4 + step) - grid_energy(h/4 - step)) / (2*step)
value, slope = poisson_projection(position(h/4), k)
force_series = -2 * D * scale**2 * (np.conj(value) * slope).real
force_first = g * E_first
assert abs(force_direct - force_series) < 0.03 * abs(force_first)
assert abs(force_direct / force_first - 1) < 0.15

# A fixed standing wave has an error that is not grid-periodic.
kx = np.array([k_unit, 0.0, 0.0])
standing = []
for j in (0, 1, 2, 4):
    X = j * h
    error = grid_projection(np.array([X, 0, 0]), kx).real
    error -= exact_k * np.cos(k_unit * X)
    standing.append((j, error * scale * np.sqrt(2)))
for j, error in standing:
    expected = standing[0][1] * np.cos(k_unit * j * h)
    assert abs(error - expected) < 1e-6 * abs(standing[0][1])
assert abs(standing[1][1] / standing[0][1] - 1) > 0.05

# Leading x harmonic for several spacings, isolated by transverse averaging.
spacing_rows = []
for spacing in (0.4, 0.26, 0.208, 0.08):
    swing = 0.0
    for iy in range(4):
        for iz in range(4):
            y, z = iy * spacing / 4, iz * spacing / 4
            top = grid_projection((0.0, y, z), (0, 0, 0), spacing).real
            mid = grid_projection((spacing/2, y, z), (0, 0, 0), spacing).real
            swing += (top - mid) / 32
    qa = 2 * np.pi * a / spacing
    predicted = 2 * float(s_transform(qa / a)) / ft0
    tail = 2 * 192 * np.pi * a**3 * np.sin(qa) / qa**5 / ft0
    assert abs(swing / ft0 / predicted - 1) < 0.03
    spacing_rows.append((spacing, a/spacing, swing/ft0, predicted, tail))
assert abs(spacing_rows[-1][2] / spacing_rows[-1][4] - 1) < 0.03


def filtered_error(cutoff):
    """Grid error after removing box components above the integer cutoff."""
    mq = np.arange(-cutoff, cutoff + 1)
    mx, my, mz = np.meshgrid(mq, mq, mq, indexing="ij")
    size = np.sqrt(mx**2 + my**2 + mz**2)
    coef = s_transform(k_unit * size) * (size <= cutoff + 1e-9) / volume
    points = h * np.arange(n_box)
    waves = [np.exp(1j*k_unit*np.outer(mq, points - c)) for c in R_general]
    p = np.einsum("abc,ax,by,cz->xyz", coef, *waves, optimize=True)
    total = h**3 * np.sum(np.conj(p) * np.exp(1j * k_unit * points))
    return total - exact_k * np.exp(1j * k_unit * R_general[2])


error_below = filtered_error(n_box - 2)
error_at = filtered_error(n_box - 1)
alias = (s_transform((n_box - 1) * k_unit)
         * np.exp(1j * (k_unit - g) * R_general[2]))
assert abs(error_below) < 1e-11 * ft0
assert abs(error_at - alias) < 1e-11 * ft0 and abs(alias) > 1e-5 * ft0

hartree = physical_constants["Hartree energy in eV"][0]
print(f"projector radius a = {a:.2f} angstrom")
print(f"grid spacing h = {h:.2f} angstrom; box edge L = {L:.2f} angstrom")
print(f"coupling D = {D:.1f} eV")
print(f"plane-wave k (along z) = {k_unit:.5f} 1/angstrom")
print(f"first grid vector 2 pi/h = {g:.5f} 1/angstrom")
print(f"exact projection |P| = {P_exact:.6f} (dimensionless)")
print(f"exact energy D|P|^2 = {E_exact:.6f} eV")
print(f"transform ratio pt(k-G1)/pt(k) = {first/exact_k:.4e}")
print(f"largest series mismatch / pt(0) = {series_mismatch:.1e}")
print("energy error at y=z=h/4: x/h, direct, series, first harmonic (eV)")
for row in rows:
    print(f"  {row[0]:.3f}  {row[1]: .4e}  {row[2]: .4e}  {row[3]: .4e}")
print(f"half swing, direct = {half_swing:.4e} eV")
print(f"half swing, direct = {half_swing/hartree:.4e} hartree")
print(f"half swing, first harmonic = {E_first:.4e} eV")
print(f"force at x=h/4, direct = {force_direct:.4e} eV/angstrom")
print(f"force at x=h/4, series = {force_series:.4e} eV/angstrom")
print(f"force at x=h/4, first harmonic = {force_first:.4e} eV/angstrom")
print(f"relative mean offset of |P|^2, direct = {offset_direct:.3e}")
print(f"relative mean offset of |P|^2, series = {offset_series:.3e}")
print("standing-wave projection error at R=(jh,0,0): j, error")
for j, error in standing:
    print(f"  {j:d}  {error: .4e}")
print("relative x harmonic at k=0: h (angstrom), a/h, direct, Bessel, tail")
for row in spacing_rows:
    print(f"  {row[0]:.3f}  {row[1]:.2f}  {row[2]: .3e}  {row[3]: .3e}  {row[4]: .3e}")
print(f"filter cutoff {n_box-2} box units: |error|/pt(0) = {abs(error_below)/ft0:.1e}")
print(f"filter cutoff {n_box-1} box units: |error|/pt(0) = {abs(error_at)/ft0:.3e}")
print("OK")
```

Printed output:

```
projector radius a = 1.30 angstrom
grid spacing h = 0.40 angstrom; box edge L = 6.40 angstrom
coupling D = 20.0 eV
plane-wave k (along z) = 0.98175 1/angstrom
first grid vector 2 pi/h = 15.70796 1/angstrom
exact projection |P| = 0.101483 (dimensionless)
exact energy D|P|^2 = 0.205975 eV
transform ratio pt(k-G1)/pt(k) = 2.4800e-04
largest series mismatch / pt(0) = 1.3e-09
energy error at y=z=h/4: x/h, direct, series, first harmonic (eV)
  0.000   1.9040e-04   1.9041e-04   2.0432e-04
  0.125   1.3718e-04   1.3718e-04   1.4448e-04
  0.250   8.1349e-06   8.1341e-06   1.2511e-20
  0.375  -1.3131e-04  -1.3131e-04  -1.4448e-04
  0.500  -1.9296e-04  -1.9296e-04  -2.0432e-04
half swing, direct = 1.9168e-04 eV
half swing, direct = 7.0443e-06 hartree
half swing, first harmonic = 2.0432e-04 eV
force at x=h/4, direct = 2.9522e-03 eV/angstrom
force at x=h/4, series = 2.9521e-03 eV/angstrom
force at x=h/4, first harmonic = 3.2095e-03 eV/angstrom
relative mean offset of |P|^2, direct = 3.496e-07
relative mean offset of |P|^2, series = 3.494e-07
standing-wave projection error at R=(jh,0,0): j, error
  0   1.2474e-04
  1   1.1524e-04
  2   8.8202e-05
  4  -2.9115e-18
relative x harmonic at k=0: h (angstrom), a/h, direct, Bessel, tail
  0.400  3.25   4.742e-04   4.752e-04   5.323e-04
  0.260  5.00   1.932e-05   1.945e-05  -7.564e-20
  0.208  6.25   1.954e-05   1.965e-05   2.024e-05
  0.080  16.25   1.693e-07   1.696e-07   1.703e-07
filter cutoff 14 box units: |error|/pt(0) = 1.9e-15
filter cutoff 15 box units: |error|/pt(0) = 2.721e-04
OK
```
